# Subthreshold swing of a MOS transistor with interface states: verification in Python

```python
# Subthreshold swing of a long n-channel MOS transistor at small drain bias.
# Result under test:
#   S = S0/(1-eta),  S0 = ln(10) (kT/q) [1 + (Cd + Cit)/Cox],
#   eta = 1/(2 (q psi_s/kT - 1));  S0 alone is the leading-order formula.
# psi_s: surface band bending; phi_B = (kT/q) ln(N_A/n_i);
# Cd, Cit, Cox: depletion, interface-state and oxide capacitance per area.
# Independent road: nonlinear Poisson equation on a depth mesh, with trap
# charge summed over the gap, and finite differences in gate voltage.
# Internal units are SI, except that trap energies are in eV.
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.linalg import solve_banded
from scipy.special import expit

temperature = 300.0
N_A = 1e23
n_i = 1e16
eps_s = 12 * epsilon_0
eps_ox = 4 * epsilon_0
t_ox = 5e-9
gap = 1.1
D_ref = 1e16                      # traps per m^2 per eV

v_t = k_B * temperature / q
phi_B = v_t * np.log(N_A / n_i)
C_ox = eps_ox / t_ox
n_bulk = n_i**2 / N_A

# Depth mesh, finest at the interface; band bending is zero at its far end.
x = 2e-9 * (1.01**np.arange(511) - 1)
h = np.diff(x)
width = np.empty(len(h))
width[0] = h[0] / 2
width[1:] = (h[:-1] + h[1:]) / 2

# Trap energies from the intrinsic level at the surface (midpoint rule).
n_energy = 1100
d_energy = gap / n_energy
energy = -gap / 2 + (np.arange(n_energy) + 0.5) * d_energy


def trap_charge(psi_s, density):
    """Donor-like traps below midgap, acceptor-like traps above."""
    filled = expit((psi_s - phi_B - energy) / v_t)
    per_state = np.where(energy < 0, 1 - filled, -filled)
    return q * np.sum(density * per_state) * d_energy


def trap_capacitance(psi_s, density):
    """Thermal average of the trap density around the Fermi level."""
    filled = expit((psi_s - phi_B - energy) / v_t)
    return q * np.sum(density * filled * (1 - filled)) * d_energy / v_t


def solve_poisson(v_gate, density, psi_guess):
    """Return surface potential, electrons per area, |semiconductor charge|."""
    depth = np.sqrt(2 * eps_s * psi_guess / (q * N_A))
    psi = psi_guess * np.clip(1 - x / depth, 0, None)**2
    psi[-1] = 0.0
    coupling = eps_s / h
    for _ in range(200):
        holes = N_A * np.exp(-psi[:-1] / v_t)
        electrons = n_bulk * np.exp(psi[:-1] / v_t)
        rho = q * (holes - electrons - N_A + n_bulk)
        flux = coupling * np.diff(psi)
        residual = rho * width + flux
        residual[1:] -= flux[:-1]
        residual[0] += C_ox * (v_gate - psi[0]) + trap_charge(psi[0], density)
        diagonal = -q * (holes + electrons) / v_t * width - coupling
        diagonal[1:] -= coupling[:-1]
        diagonal[0] -= C_ox + trap_capacitance(psi[0], density)
        bands = np.zeros((3, len(h)))
        bands[0, 1:] = coupling[:-1]
        bands[1] = diagonal
        bands[2, :-1] = coupling[:-1]
        step = solve_banded((1, 1), bands, -residual)
        psi[:-1] += np.clip(step, -0.1, 0.1)
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    electrons = n_bulk * np.exp(psi[:-1] / v_t)
    holes = N_A * np.exp(-psi[:-1] / v_t)
    rho = q * (holes - electrons - N_A + n_bulk)
    return psi[0], np.sum((electrons - n_bulk) * width), -np.sum(rho * width)


def depletion_capacitance(psi_s):
    return np.sqrt(eps_s * q * N_A / (2 * (psi_s - v_t)))


def eta(psi_s):
    return 1 / (2 * (psi_s / v_t - 1))


def leading_swing(psi_s, C_it):
    body = 1 + (depletion_capacitance(psi_s) + C_it) / C_ox
    return np.log(10) * v_t * body


def measure(psi_target, density):
    """Numerical swing near a wanted surface potential."""
    Q_dep = np.sqrt(2 * eps_s * q * N_A * (psi_target - v_t))
    v_gate = psi_target + (Q_dep - trap_charge(psi_target, density)) / C_ox
    dv = 1e-3
    low, mid, high = [solve_poisson(v_gate + s * dv, density, psi_target)
                      for s in (-1, 0, 1)]
    # At small drain bias and constant mobility the current is proportional
    # to the electron sheet density, so the swing follows from its logarithm.
    return {"v_gate": v_gate, "psi": mid[0], "electrons": mid[1],
            "swing": 2 * dv / np.log10(high[1] / low[1]),
            "body": 2 * dv / (high[0] - low[0]),
            "C_semi": (high[2] - low[2]) / (high[0] - low[0])}


uniform = np.full(n_energy, D_ref)
C_it = q * D_ref
micro = 100.0                     # F/m^2 to microfarad/cm^2

# Reference point: every ingredient is tested separately.
ref = measure(1.5 * phi_B, uniform)
psi_ref = ref["psi"]
C_d = depletion_capacitance(psi_ref)
body_formula = 1 + (C_d + C_it) / C_ox
sheet_formula = v_t * C_d * np.exp((psi_ref - 2 * phi_B) / v_t) / q
assert abs(ref["C_semi"] / C_d - 1) < 5e-3
assert abs(ref["body"] / body_formula - 1) < 2e-3
# The sheet formula omits a relative term equal to eta at next order.
assert abs(ref["electrons"] / sheet_formula - 1 - eta(psi_ref)) < 5e-3

print(f"temperature = {temperature:.0f} K, kT/q = {1e3*v_t:.3f} mV")
print(f"acceptor density = {N_A/1e6:.1e} cm^-3")
print(f"intrinsic density = {n_i/1e6:.1e} cm^-3")
print(f"relative permittivities: semiconductor {eps_s/epsilon_0:.0f}, "
      f"oxide {eps_ox/epsilon_0:.0f}")
print(f"oxide thickness = {t_ox*1e9:.1f} nm, gap = {gap:.2f} eV")
print(f"uniform D_it = {D_ref/1e4:.1e} cm^-2 eV^-1")
print(f"phi_B = {phi_B:.4f} V")
print(f"ideal swing ln(10)kT/q = {1e3*np.log(10)*v_t:.2f} mV/decade")
print("Reference point:")
print(f"  V_G from offset = {ref['v_gate']:.4f} V, psi_s = {psi_ref:.4f} V")
print(f"  C_ox = {C_ox*micro:.4f} uF/cm^2")
print(f"  C_d formula = {C_d*micro:.4f} uF/cm^2")
print(f"  C_d numerical = {ref['C_semi']*micro:.4f} uF/cm^2")
print(f"  C_it = {C_it*micro:.4f} uF/cm^2")
print(f"  dV_G/dpsi_s: formula {body_formula:.4f}, "
      f"numerical {ref['body']:.4f}")
print(f"  electron sheet density: formula {sheet_formula/1e4:.3e}, "
      f"numerical {ref['electrons']/1e4:.3e} cm^-2")
print(f"  eta = {eta(psi_ref):.5f}")

# Surface-potential scan, ending where weak inversion ceases to hold.
print("Swing in mV/decade against surface potential:")
print("  psi_s/phi_B  leading S0  S0/(1-eta)  numerical")
for ratio in (1.2, 1.5, 1.7, 1.9):
    m = measure(ratio * phi_B, uniform)
    S0 = leading_swing(m["psi"], C_it)
    S1 = S0 / (1 - eta(m["psi"]))
    error = m["swing"] / S1 - 1
    if ratio < 1.8:
        assert abs(error) < 3e-3
        assert abs(m["swing"] / S0 - 1) < 0.04
    else:
        assert error > 0.01       # electrons now add to the capacitance
    print(f"  {m['psi']/phi_B:.3f}        {1e3*S0:.2f}       "
          f"{1e3*S1:.2f}       {1e3*m['swing']:.2f}")

# Dependence on the trap density at the same surface potential.
print("Swing in mV/decade against D_it, psi_s near 1.5 phi_B:")
print("  D_it (cm^-2 eV^-1)  leading S0  S0/(1-eta)  numerical")
for factor in (0, 1, 4):
    m = measure(1.5 * phi_B, factor * uniform)
    S0 = leading_swing(m["psi"], factor * C_it)
    S1 = S0 / (1 - eta(m["psi"]))
    assert abs(m["swing"] / S1 - 1) < 3e-3
    print(f"  {factor*D_ref/1e4:.1e}             {1e3*S0:.2f}       "
          f"{1e3*S1:.2f}       {1e3*m['swing']:.2f}")
    if factor == 0:
        clean = m


# Trap density inferred from the swing of a trap-free device.
def extracted_density(swing, psi_s):
    body = swing / (np.log(10) * v_t)
    return (C_ox * (body - 1) - depletion_capacitance(psi_s)) / q


false_D = extracted_density(clean["swing"], clean["psi"])
better_D = extracted_density(clean["swing"] * (1 - eta(clean["psi"])),
                             clean["psi"])
assert false_D > 0 and abs(better_D) < 0.15 * false_D
print("D_it inferred from the trap-free device:")
print(f"  with leading formula = {false_D/1e4:.2e} cm^-2 eV^-1")
print(f"  with eta included = {better_D/1e4:.1e} cm^-2 eV^-1")

# A trap peak narrower than kT, centred at the Fermi level.
sigma = 0.010
total = 5e15
centre = 0.5 * phi_B


def peak_density(level):
    return (total / (sigma * np.sqrt(2 * np.pi))
            * np.exp(-0.5 * ((level - centre) / sigma)**2))


peak = peak_density(energy)
m = measure(1.5 * phi_B, peak)
C_average = trap_capacitance(m["psi"], peak)
C_local = q * peak_density(m["psi"] - phi_B)
S_average = leading_swing(m["psi"], C_average) / (1 - eta(m["psi"]))
S_local = leading_swing(m["psi"], C_local) / (1 - eta(m["psi"]))
assert abs(m["swing"] / S_average - 1) < 5e-3
assert S_local > 1.5 * m["swing"]
print("Narrow trap peak at the Fermi level:")
print(f"  total = {total/1e4:.1e} cm^-2, standard deviation = "
      f"{1e3*sigma:.0f} meV, centre = {centre:.4f} eV above midgap")
print(f"  C_it: thermal average {C_average*micro:.4f}, "
      f"q^2 D_it(E_F) {C_local*micro:.4f} uF/cm^2")
print(f"  swing with thermal average = {1e3*S_average:.2f} mV/decade")
print(f"  swing with q^2 D_it(E_F) = {1e3*S_local:.2f} mV/decade")
print(f"  numerical swing = {1e3*m['swing']:.2f} mV/decade")

print("all assertions hold")
```

Printed output:

```
temperature = 300 K, kT/q = 25.852 mV
acceptor density = 1.0e+17 cm^-3
intrinsic density = 1.0e+10 cm^-3
relative permittivities: semiconductor 12, oxide 4
oxide thickness = 5.0 nm, gap = 1.10 eV
uniform D_it = 1.0e+12 cm^-2 eV^-1
phi_B = 0.4167 V
ideal swing ln(10)kT/q = 59.53 mV/decade
Reference point:
  V_G from offset = 0.8738 V, psi_s = 0.6250 V
  C_ox = 0.7083 uF/cm^2
  C_d formula = 0.1192 uF/cm^2
  C_d numerical = 0.1192 uF/cm^2
  C_it = 0.1602 uF/cm^2
  dV_G/dpsi_s: formula 1.3945, numerical 1.3945
  electron sheet density: formula 6.081e+06, numerical 6.222e+06 cm^-2
  eta = 0.02157
Swing in mV/decade against surface potential:
  psi_s/phi_B  leading S0  S0/(1-eta)  numerical
  1.200        84.25       86.61       86.77
  1.500        83.01       84.84       84.93
  1.700        82.38       83.97       84.11
  1.899        81.85       83.26       85.16
Swing in mV/decade against D_it, psi_s near 1.5 phi_B:
  D_it (cm^-2 eV^-1)  leading S0  S0/(1-eta)  numerical
  0.0e+00             69.54       71.08       71.16
  1.0e+12             83.01       84.84       84.93
  4.0e+12             123.40       126.12       126.26
D_it inferred from the trap-free device:
  with leading formula = 1.20e+11 cm^-2 eV^-1
  with eta included = 5.8e+09 cm^-2 eV^-1
Narrow trap peak at the Fermi level:
  total = 5.0e+11 cm^-2, standard deviation = 10 meV, centre = 0.2083 eV above midgap
  C_it: thermal average 0.7477, q^2 D_it(E_F) 3.1959 uF/cm^2
  swing with thermal average = 135.29 mV/decade
  swing with q^2 D_it(E_F) = 345.57 mV/decade
  numerical swing = 135.44 mV/decade
all assertions hold
```
